\section*{Absolutely localised orbitals: Mulliken populations and the complete-basis charge-transfer energy}

\section{Counting electrons}

\textbf{Q:} I computed ammonia borane, H$_3$N--BH$_3$, with absolutely localised molecular orbitals. Ammonia is the donor, yet its Mulliken population stayed at 10.00000000 electrons in every basis I tried. What holds it there?

\textbf{A:} The form of the orbitals does, whatever their energy. Let the donor D have $n_D$ doubly occupied orbitals and the acceptor A have $n_A$. Each orbital is expanded only in the basis functions of its own fragment. With the functions and the orbitals ordered by fragment, the real coefficient matrix is
\begin{equation}
T=\begin{pmatrix}T_D&0\\0&T_A\end{pmatrix}.
\end{equation}
Orbitals on different fragments overlap. If $S$ is the overlap matrix of the basis functions, the orbital overlap matrix and the projector onto the occupied space are
\begin{equation}
\sigma=T^{\mathsf T}ST,\qquad P=T\sigma^{-1}T^{\mathsf T}.
\end{equation}
The orbitals must be linearly independent, so that $\sigma^{-1}$ exists. The spin-summed density matrix is $2P$, and the Mulliken population of the donor is
\begin{equation}
N_D=2\,\mathrm{Tr}(\Pi_D PS),
\end{equation}
where $\Pi_D$ keeps the rows that belong to donor basis functions.

Let $E_D$ be the small diagonal matrix that keeps the donor orbital labels. Keeping the donor rows of $T$ leaves $T_D$ alone, and so does keeping its donor columns. Therefore $\Pi_DT=TE_D$, and
\begin{align}
N_D&=2\,\mathrm{Tr}(\Pi_DT\sigma^{-1}T^{\mathsf T}S)\nonumber\\
&=2\,\mathrm{Tr}(TE_D\sigma^{-1}T^{\mathsf T}S)
 &&\text{(localisation)}\nonumber\\
&=2\,\mathrm{Tr}(E_D\sigma^{-1}T^{\mathsf T}ST)
 &&\text{(cyclic trace)}\nonumber\\
&=2\,\mathrm{Tr}(E_D\sigma^{-1}\sigma)=2n_D .
\end{align}
The same steps give $N_A=2n_A$. No energy condition entered, so the result holds before, during and after the optimisation. A test with random block-diagonal coefficients for ammonia borane confirmed this.

\textbf{Q:} But the orbitals overlap. Where does the overlap population go?

\textbf{A:} Take one normalised orbital on each fragment, with overlap $s$. Then
\begin{equation}
P=\frac{1}{1-s^2}\begin{pmatrix}1&-s\\-s&1\end{pmatrix}.
\end{equation}
The donor's net population is $2P_{11}=2/(1-s^2)$, which exceeds 2. Its share of the overlap population is $2P_{12}s=-2s^2/(1-s^2)$. The sum is 2. Orthogonalisation removes density from the overlap region, and Mulliken's equal sharing compensates for it.

The compensation fails once a donor orbital may contain an acceptor function. In the simplest case there is one occupied orbital $d+cv$, where $v$ is an empty acceptor orbital and $\langle d|v\rangle=s$. Its squared norm is $1+2cs+c^2$, so
\begin{equation}
N_D=\frac{2(1+cs)}{1+2cs+c^2},\qquad
N_A=\frac{2(c^2+cs)}{1+2cs+c^2}.
\end{equation}
The total is still 2, but the fragment counts now depend on $c$.

\textbf{Q:} Then no charge moves in the localised state?

\textbf{A:} That does not follow. The proof concerns Mulliken's partition. A L\"owdin population uses $S^{1/2}PS^{1/2}$, and $S^{1/2}$ mixes the two blocks, so the proof no longer applies and the count is in general not $2n_D$ (the two-function example above, where $S^{1/2}PS^{1/2}=1$, is an exception). In aug-cc-pVDZ the same localised state gives ammonia 10 electrons by Mulliken and 9.75 by L\"owdin. The L\"owdin value depends on the basis: it is 9.58 in cc-pVDZ and 9.43 in cc-pVTZ. What is conserved is a count attached to basis functions, and basis functions on nitrogen can extend over boron.

\section{The charge-transfer energy}

\textbf{Q:} My charge-transfer energy came from releasing the constraint. What happens to it when I keep improving the basis?

\textbf{A:} Let $V_D$ and $V_A$ be the spaces spanned by the fragment bases. Define
\begin{equation}
E_{\rm CT}=E_{\rm SCF}-E_{\rm ALMO}\le0 ,
\end{equation}
where $E_{\rm ALMO}$ is the lowest energy with localised orbitals and $E_{\rm SCF}$ is the lowest closed-shell energy in $V_D+V_A$, both in the same mean-field theory. The sign follows because every localised state is also allowed in the unrestricted search. If both fragment bases become complete, $E_{\rm CT}$ goes to zero.

The reason appears in the energy derivative. For Hartree--Fock, $F=h+G(P)$, where $h$ is the one-electron matrix and $G$ is linear in $P$. The energy is $E=\mathrm{Tr}[P(h+F)]$ plus the nuclear repulsion. Since $\mathrm{Tr}[P\,G(dP)]=\mathrm{Tr}[dP\,G(P)]$, the two interaction terms are equal and $dE=2\,\mathrm{Tr}(F\,dP)$. We also need
\begin{equation}
d\sigma^{-1}=-\sigma^{-1}(dT^{\mathsf T}ST+T^{\mathsf T}S\,dT)\sigma^{-1}.
\end{equation}
Differentiating the three factors of $P$ and collecting terms gives
\begin{equation}
dP=(1-PS)\,dT\,\sigma^{-1}T^{\mathsf T}
 +T\sigma^{-1}dT^{\mathsf T}(1-SP).
\end{equation}
The two terms are transposes of each other and contribute equally to the trace with the symmetric matrix $F$. Hence
\begin{equation}
dE=4\,\mathrm{Tr}\!\left[dT^{\mathsf T}(1-SP)FT\sigma^{-1}\right].
\label{eq:gradient}
\end{equation}

At the localised minimum, $dE=0$ for changes $dT$ inside the blocks. In terms of functions, let $\hat\rho$ be the projector onto the occupied space and let $\tilde t_i=\sum_j t_j(\sigma^{-1})_{ji}$. For a donor label $i$,
\begin{equation}
\langle u|(1-\hat\rho)\hat F|\tilde t_i\rangle=0
\quad\text{for every }u\in V_D .
\end{equation}
Now offer this orbital an acceptor function $a$. Split it as $a=a_\parallel+a_\perp$, with $a_\parallel$ its projection onto $V_D$. The first part gives zero, so
\begin{equation}
\langle a|(1-\hat\rho)\hat F|\tilde t_i\rangle
=\langle a_\perp|(1-\hat\rho)\hat F|\tilde t_i\rangle .
\end{equation}
The force towards charge transfer therefore comes from the part of the acceptor function that the donor basis cannot describe. With a complete donor basis there is no such part. If the acceptor basis is complete too, the same holds for the acceptor orbitals, and the ordinary SCF condition $(1-SP)FT=0$ is met.

\textbf{Q:} That makes the state stationary. Does it make the two energies equal?

\textbf{A:} Not by itself, since a stationary state need not be the lowest. A variational bound closes the gap. Assume that the complete-space problem has a closed-shell minimum of energy $E_{\rm lim}$, with orthonormal occupied orbitals $\varphi_i$. Assign $n_D$ of them to the donor and the rest to the acceptor. Approximate each within its fragment space by $t_i=\varphi_i-r_i$. These $t_i$ form an allowed localised state of energy $E_{\rm trial}$, so
\begin{equation}
0\le -E_{\rm CT}\le E_{\rm ALMO}-E_{\rm lim}
\le E_{\rm trial}-E_{\rm lim}.
\label{eq:chain}
\end{equation}
The second inequality uses $E_{\rm SCF}\ge E_{\rm lim}$.

Let $E(\lambda)$ be the energy of the orbitals $\varphi_i-\lambda r_i$. The $\varphi_i$ satisfy the SCF condition, so Eq.~(\ref{eq:gradient}) gives $E'(0)=0$. Taylor's formula with remainder then reads
\begin{equation}
E_{\rm trial}-E_{\rm lim}=\int_0^1(1-\lambda)E''(\lambda)\,d\lambda
=O(\|r\|^2).
\end{equation}
The norm must measure both the function and its gradient, because the kinetic energy contains the gradient. Completeness in that norm means that $r_i$ can be made as small as desired, and the right-hand side of Eq.~(\ref{eq:chain}) goes to zero.

\textbf{Q:} Would a very good basis on the donor alone be enough?

\textbf{A:} In general it would not. A localised state can reproduce the SCF state when the occupied space can be built from $n_D$ functions in $V_D$ and $n_A$ in $V_A$. A complete $V_D$ supplies the first set, but a poor $V_A$ may not contain the second.

Large separation is a different limit. With fixed, spatially confined bases, the overlap and Fock elements between fragments vanish as the fragments part, and with them the force towards charge transfer. Then $E_{\rm CT}\to0$ even in a poor basis, provided that the lowest closed-shell state separates into fragments with the assigned electron numbers.

\section{The numbers}

\textbf{Q:} My ammonia borane values do not march towards zero.

\textbf{A:} They need not in such small bases. These are restricted Hartree--Fock results with B--N, N--H and B--H distances of 3.1, 1.9 and 2.3 bohr. Electron correlation and the energy needed to distort the fragments are left out.
\begin{center}
\begin{tabular}{lccc}
basis & $E_{\rm CT}$ (hartree) & $N_D$, ALMO & $N_D$, SCF\\
6-31G & $-0.0478$ & 10.00 & 9.78\\
cc-pVDZ & $-0.0560$ & 10.00 & 9.57\\
aug-cc-pVDZ & $-0.0438$ & 10.00 & 9.91
\end{tabular}
\end{center}
In the largest basis,
\begin{equation}
E_{\rm CT}=-82.628917-(-82.585140)=-0.043777\ \text{hartree},
\end{equation}
or $-114.9$ kJ/mol. These digits belong to this basis only: cc-pVTZ gives about $-0.0468$ hartree ($-123$ kJ/mol) and an SCF Mulliken population of 9.54. $E_{\rm CT}$ is a difference of two energies that both fall as the basis improves, and it can move either way. From cc-pVDZ to aug-cc-pVDZ the localised energy falls by 0.0173 hartree and the SCF energy by 0.0050 hartree, so $E_{\rm CT}$ shrinks in size by their difference, 0.0122 hartree after rounding.

Part of $E_{\rm CT}$ is basis-set superposition error, because releasing the constraint also lets each fragment repair its own basis with its partner's functions. For the isolated fragments this gain is 0.0056 hartree in cc-pVDZ and 0.0013 hartree in aug-cc-pVDZ. It is an estimate of the contamination, since the gain inside the dimer may differ.

\textbf{Q:} Can you show me a case that does reach the limit?

\textbf{A:} A one-dimensional Hartree--Fock pair can be taken much further. The donor and acceptor nuclei have charges 2 and 3, each fragment has two electrons, and the centres are 3 bohr apart. All Coulomb forces are softened over 1 bohr. Each fragment has $N$ harmonic-oscillator functions on its own centre, and a fine grid stands for the complete space. Nearly dependent directions of the combined basis (singular values below $10^{-6}$) are left out of the SCF calculation. This makes the tabulated $-E_{\rm CT}$ too small by 5 to 9 per cent for $N\ge10$: with all directions kept it is $6.3\times10^{-4}$, $6.7\times10^{-5}$ and $2.7\times10^{-6}$ hartree at $N=10$, 16 and 24. $E_{\rm ALMO}-E_{\rm lim}$ is unaffected and remains an upper bound to it. The last column is the electron number on the donor's side of the midpoint in the localised state. It is a sum over grid points cut at the midpoint and lies 0.0002 to 0.0004 below the exact integral.
\begin{center}
\begin{tabular}{rccc}
$N$ & $-E_{\rm CT}$ & $E_{\rm ALMO}-E_{\rm lim}$ & donor side\\
 & (hartree) & (hartree) & (electrons)\\
3 & $2.5\times10^{-2}$ & $5.0\times10^{-2}$ & 1.9540\\
6 & $7.2\times10^{-3}$ & $8.7\times10^{-3}$ & 1.9101\\
10 & $6.0\times10^{-4}$ & $6.8\times10^{-4}$ & 1.8954\\
16 & $6.2\times10^{-5}$ & $6.8\times10^{-5}$ & 1.8935\\
24 & $2.5\times10^{-6}$ & $2.7\times10^{-6}$ & 1.8934
\end{tabular}
\end{center}
From $N=3$ to $N=24$, $E_{\rm CT}$ shrinks by a factor of about $10^4$. The donor's Mulliken population is 2 in every row, while its real-space charge approaches the complete-space value, which is 1.8934 by the same grid sum and 1.8936 when integrated exactly. The localised state has come very close to the unrestricted density without changing its Mulliken count.

The bound in Eq.~(\ref{eq:chain}) holds but is loose: at $N=24$ the projected trial state lies $3.8\times10^{-4}$ hartree above the limit. Its quadratic law was tested at $N=10$, where halving the residual twice divided the energy error by 3.9995 and then by 4.0020.

Completing one side leaves a finite result. With 24 donor and 3 acceptor functions, $E_{\rm CT}=-0.015$ hartree; with the numbers exchanged it is $-0.034$ hartree. The second is larger in size than the $-0.025$ hartree for three functions on each side. Enlarging the acceptor basis therefore lowered the SCF energy more than the localised energy, while enlarging the donor basis did the opposite. When only one basis grows, $E_{\rm CT}$ can move either way.

\textbf{Q:} How can the Mulliken count stay fixed if the constraint no longer restricts anything?

\textbf{A:} Because the count then labels a set of coefficients and no longer identifies a density. Suppose the combined basis is linearly dependent: some coefficient vector $z\ne0$ describes the zero function, so $Sz=0$. Replace $T$ by $T'=T+zy^{\mathsf T}$ with any vector $y$. No orbital changes as a function. Also $T'^{\mathsf T}S=T^{\mathsf T}S$ and $\sigma'=\sigma$, but
\begin{equation}
N_D'-N_D=2\,\mathrm{Tr}(\Pi_Dzy^{\mathsf T}\sigma^{-1}T^{\mathsf T}S)
=2\,y^{\mathsf T}\sigma^{-1}T^{\mathsf T}S\,\Pi_Dz .
\end{equation}
The vector $\Pi_Dz$ describes a function that both fragments can represent. If it overlaps the occupied space, a suitable $y$ gives the same density any donor population. The block form always selects a representation whose count is $2n_D$, though other representations can share that count.

\textbf{Q:} So what should I report for ammonia borane?

\textbf{A:} Report $E_{\rm CT}$ together with its basis and the superposition estimate, as the energy gained when orbitals may use the partner's functions in that basis. It has no nonzero complete-basis value to extrapolate to. A charge-transfer energy with a nonzero limit needs a constraint that keeps its force as the basis grows. One can keep the fragment spaces restricted, or fix the charge in a chosen region of real space. The rule that sets the constraint is then part of the definition. The full values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
H3N-BH3, restricted Hartree-Fock
B-N, N-H, B-H = 3.1, 1.9, 2.3 bohr; HNB, HBN = 110.0, 105.0 degrees
[6-31g] basis functions NH3, BH3: 15, 15
  E_ALMO, E_SCF = -82.532621, -82.580419 hartree
  frozen, polarisation = 0.009155, -0.025897 hartree
  E_CT = -0.047798 hartree = -125.5 kJ/mol
  superposition error (both fragments) = -0.005333 hartree
  NH3 Mulliken: ALMO 10.00000000, SCF 9.7803 electrons
  NH3 Loewdin: ALMO 9.7053 electrons
[cc-pvdz] basis functions NH3, BH3: 29, 29
  E_ALMO, E_SCF = -82.567886, -82.623883 hartree
  frozen, polarisation = 0.031287, -0.036694 hartree
  E_CT = -0.055997 hartree = -147.0 kJ/mol
  superposition error (both fragments) = -0.005615 hartree
  NH3 Mulliken: ALMO 10.00000000, SCF 9.5694 electrons
  NH3 Loewdin: ALMO 9.5831 electrons
[aug-cc-pvdz] basis functions NH3, BH3: 50, 50
  E_ALMO, E_SCF = -82.585140, -82.628917 hartree
  frozen, polarisation = 0.055405, -0.067252 hartree
  E_CT = -0.043777 hartree = -114.9 kJ/mol
  superposition error (both fragments) = -0.001270 hartree
  NH3 Mulliken: ALMO 10.00000000, SCF 9.9061 electrons
  NH3 Loewdin: ALMO 9.7478 electrons
One-dimensional Hartree-Fock pair, two electrons per fragment
charges donor, acceptor = 2.0, 3.0 e; distance 3.0 bohr; softening 1.0 bohr
complete-space electronic energy = -8.00783478 hartree
complete-space charge on donor side = 1.893362 electrons
N=3: E_CT = -2.488e-02, E_ALMO-E_limit = 5.006e-02, E_trial-E_limit = 5.442e-02 hartree
  free gradient norm 2.314e-01 hartree; squared residual 3.093e-02
  donor Mulliken 2.00000000, donor side 1.953989 electrons
N=6: E_CT = -7.211e-03, E_ALMO-E_limit = 8.736e-03, E_trial-E_limit = 4.489e-02 hartree
  free gradient norm 9.610e-02 hartree; squared residual 2.053e-02
  donor Mulliken 2.00000000, donor side 1.910079 electrons
N=10: E_CT = -6.022e-04, E_ALMO-E_limit = 6.778e-04, E_trial-E_limit = 2.533e-02 hartree
  free gradient norm 3.068e-02 hartree; squared residual 5.830e-03
  donor Mulliken 2.00000000, donor side 1.895423 electrons
N=16: E_CT = -6.186e-05, E_ALMO-E_limit = 6.815e-05, E_trial-E_limit = 4.225e-03 hartree
  free gradient norm 1.353e-02 hartree; squared residual 6.871e-04
  donor Mulliken 2.00000000, donor side 1.893540 electrons
N=24: E_CT = -2.451e-06, E_ALMO-E_limit = 2.698e-06, E_trial-E_limit = 3.830e-04 hartree
  free gradient norm 2.940e-03 hartree; squared residual 4.760e-05
  donor Mulliken 2.00000000, donor side 1.893370 electrons
N donor, acceptor = 24, 3: E_CT = -1.545e-02 hartree
N donor, acceptor = 3, 24: E_CT = -3.408e-02 hartree
N=10: error ratios on halving the residual = 3.9995, 4.0020
\end{verbatim}
